# Mott Density from Thomas-Fermi Screening of a Hydrogenic Donor, part 1

(Sections cited here and not found follow in the second part.)

## First half: when does screening remove the bound state?

Q: A donor in a semiconductor binds its electron like a hydrogen atom. Why should the number of other donors matter?

A: Because their electrons, once free, screen the ion. Suppose that every donor has released its electron into the conduction band, and ask whether one of the ions could still hold an electron in the potential that the free ones leave. If it can, the assumption that all electrons are free contradicts itself within a one-electron picture. If it cannot, the assumption is consistent. The density that separates the two cases is the Mott density of this model.

The host has dielectric constant $\kappa$ and $\nu$ equivalent conduction valleys, each with isotropic mass $m$. The donors are uncompensated, so the electron density $n$ equals the donor density. The temperature is zero, each orbital state holds two spins, and the charge of the other ions is smeared into a uniform background. I use Gaussian units with $e>0$, so the electron has charge $-e$.

Q: How do you get the screened potential without guessing its shape?

A: Let $\phi(\mathbf r)$ be the electrostatic potential added by one ion of charge $+e$. An electron has potential energy $-e\phi$ in it. Thomas-Fermi theory treats each small region as a uniform electron gas. In equilibrium the local kinetic Fermi energy plus $-e\phi$ equals the common chemical potential $\mu$, measured from the band edge far away. The local density is therefore $n(\mu+e\phi)$, and to first order the excess is

$$\delta n=\frac{dn}{d\mu}\,e\phi .$$

The excess electrons carry charge density $-e\,\delta n$, so Poisson's equation reads

$$\nabla^2\phi=-\frac{4\pi}{\kappa}\left[e\,\delta(\mathbf r)-e\,\delta n\right]
=-\frac{4\pi e}{\kappa}\delta(\mathbf r)+q^2\phi,
\qquad q^2=\frac{4\pi e^2}{\kappa}\frac{dn}{d\mu}.$$

Away from the origin a spherical solution obeys $(r\phi)''=q^2(r\phi)$, so $r\phi=Ae^{-qr}+Be^{qr}$. The potential must vanish far away, hence $B=0$. Near the origin $\phi\to A/r$, and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ gives $A=e/\kappa$. The potential energy of an electron is

$$V(r)=-\frac{e^2}{\kappa r}e^{-qr}.$$

Q: Does this cloud contain the right amount of charge?

A: It contains one electron. From the definition of $q^2$, $\delta n=(\kappa q^2/4\pi e)\phi$, so

$$\int\delta n\,d^3r=\frac{q^2}{4\pi}\int_0^\infty\frac{e^{-qr}}{r}4\pi r^2dr
=q^2\int_0^\infty re^{-qr}dr=1 .$$

The ion is neutralized from a distance whatever the value of $q$. What $q$ decides is how closely the neutralizing charge sits.

Q: You still need $q$ in terms of the density.

A: Count the states. Each valley has a filled sphere of radius $k_F$ in wave-vector space, with two spins:

$$n=2\nu\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{\nu k_F^3}{3\pi^2},
\qquad k_F=\left(\frac{3\pi^2n}{\nu}\right)^{1/3}.$$

With $\mu=\hbar^2k_F^2/2m$,

$$\frac{dn}{d\mu}=\frac{dn/dk_F}{d\mu/dk_F}
=\frac{\nu k_F^2/\pi^2}{\hbar^2k_F/m}=\frac{\nu mk_F}{\pi^2\hbar^2}.$$

The natural length is the donor Bohr radius $a=\kappa\hbar^2/(me^2)$. Inserting the last result in $q^2$ gives

$$q^2=\frac{4\pi e^2}{\kappa}\frac{\nu mk_F}{\pi^2\hbar^2}=\frac{4\nu k_F}{\pi a}.$$

Since $k_F\propto n^{1/3}$, the screening parameter grows only as $q\propto n^{1/6}$.

Q: Then put a hydrogenic 1s function into the screened potential and see when its energy turns positive.

A: That can be done in closed form. Take $\psi=\sqrt{\alpha^3/\pi}\,e^{-\alpha r}$ with adjustable $\alpha$. Since $|\nabla\psi|^2=\alpha^2\psi^2$, the kinetic energy is $\hbar^2\alpha^2/2m$. The potential energy is

$$-\frac{e^2}{\kappa}\frac{\alpha^3}{\pi}4\pi\int_0^\infty re^{-(2\alpha+q)r}dr
=-\frac{e^2}{\kappa}\frac{4\alpha^3}{(2\alpha+q)^2}.$$

The total is

$$E(\alpha)=\frac{\hbar^2\alpha^2}{2m}-\frac{e^2}{\kappa}\frac{4\alpha^3}{(2\alpha+q)^2}.$$

For $q=0$ the minimum lies at $\alpha=1/a$ and equals $-\mathrm{Ry}$, with $\mathrm{Ry}=e^2/(2\kappa a)=\hbar^2/(2ma^2)$, as it must for hydrogen. For $q>0$, multiply the condition $E<0$ by $2m/(\hbar^2\alpha^2)$ and use $2me^2/(\kappa\hbar^2)=2/a$:

$$1<\frac{8\alpha}{a(2\alpha+q)^2}
\quad\Longleftrightarrow\quad (2\alpha+q)^2<\frac{8\alpha}{a}.$$

The identity $(2\alpha+q)^2=(2\alpha-q)^2+8\alpha q$ shows that the left side is at least $8\alpha q$. The condition therefore requires $qa<1$. If $qa<1$, the choice $\alpha=q/2$ satisfies it. The trial function binds for $qa<1$ and for no larger $q$.

Q: So the bound state disappears at $qa=1$.

A: That does not follow. A trial energy lies at or above the true ground-state energy. A negative trial energy proves that a bound state exists, but a positive one proves nothing. Near the threshold the true wave function spreads far outside the well, where it falls as $1/r$ before its final decay. A single exponential cannot be compact near the ion and extended outside it. At $qa=1$, where the 1s function has just lost its binding, a calculation in a large Gaussian basis finds a ground-state energy of $-0.0206$ Ry. The level is shallow but present.

Q: What equation fixes the true threshold?

A: The ground state is spherical, because a nonzero angular momentum adds a positive centrifugal energy to the same radial problem. Write $\psi\propto u(r)/r$ with $u(0)=0$ and measure distance by $y=qr$. The radial equation for energy $E$ is

$$-\frac{\hbar^2}{2m}\frac{d^2u}{dr^2}-\frac{e^2}{\kappa r}e^{-qr}u=Eu .$$

Multiply by $2m/(\hbar^2q^2)$ and use $2me^2/(\kappa\hbar^2)=2/a$:

$$-u''-\lambda v(y)u=\frac{2mE}{\hbar^2q^2}u,
\qquad v(y)=\frac{e^{-y}}{y},\qquad \lambda=\frac{2}{qa},$$

where primes now mean derivatives in $y$. A bound state exists if some $u$ makes the energy negative, that is, if

$$\int_0^\infty u'^2dy<\lambda\int_0^\infty vu^2dy .$$

The critical coupling is therefore

$$\lambda_c=\min_{u(0)=0}\frac{\int u'^2dy}{\int vu^2dy},$$

and the critical screening is $s_c=(qa)_c=2/\lambda_c$.

Q: The minimizing function might tend to a constant at large distance. Then it is not normalizable, and you may not use it as a trial function.

A: It can be repaired at no cost. Beyond a large distance $R$, let $u$ fall linearly to zero over a length $L$. This adds $u(R)^2/L$ to $\int u'^2$, which vanishes as $L\to\infty$. The loss in $\int vu^2$ vanishes as $R\to\infty$. A strict inequality survives the repair, and the repaired function is normalizable.

To find the minimizing function, change $u$ by a small $\eta$ with $\eta(0)=0$. Stationarity of the quotient requires

$$\int_0^\infty(u'\eta'-\lambda_cvu\eta)\,dy
=u'\eta\Big|_{\infty}-\int_0^\infty(u''+\lambda_cvu)\eta\,dy=0 .$$

Since $\eta$ is arbitrary, including its value far away,

$$u''=-\lambda_c\frac{e^{-y}}{y}u,\qquad u(0)=0,\qquad u'(\infty)=0 .$$

This agrees with the physical picture. A weakly bound state decays as $e^{-\gamma r}$, and at threshold $\gamma\to0$, so the outer part of $u$ becomes flat.

Q: Could the bound state vanish at one density and return at a higher one?

A: Not in this model. At fixed $a$, a larger $q$ makes $e^{-qr}/r$ smaller at every $r$. The energy of every fixed trial function rises, so the lowest energy cannot fall. Since $q$ increases with $n$, there is a single threshold.

Q: A number from a differential-equation solver is hard to judge. Can you confine it by hand?

A: Yes, from both sides. For a lower bound on $s_c$, use $u=1-e^{-\beta y}$, which vanishes at the origin and is flat far away. The numerator is

$$\int_0^\infty\beta^2e^{-2\beta y}dy=\frac{\beta}{2}.$$

The denominator needs the integral

$$\int_0^\infty\frac{e^{-by}-e^{-cy}}{y}dy
=\int_b^cdt\int_0^\infty e^{-ty}dy=\int_b^c\frac{dt}{t}=\ln\frac cb .$$

Expanding $u^2=1-2e^{-\beta y}+e^{-2\beta y}$ and grouping the terms in pairs,

$$\int_0^\infty vu^2dy
=\int_0^\infty\frac{\left[e^{-y}-e^{-(1+\beta)y}\right]-\left[e^{-(1+\beta)y}-e^{-(1+2\beta)y}\right]}{y}dy$$

$$=\ln(1+\beta)-\ln\frac{1+2\beta}{1+\beta}
=\ln\frac{(1+\beta)^2}{1+2\beta}.$$

The quotient for any trial function is at least $\lambda_c$, and $s_c=2/\lambda_c$, so

$$s_c\ge\frac4\beta\ln\frac{(1+\beta)^2}{1+2\beta}.$$

The right side is largest at $\beta=1.535$, where it is $2.606\times0.4567=1.1902$.

Q: And from above?

A: The threshold equation with its two boundary conditions is equivalent to

$$u(y)=\lambda_c\int_0^\infty\min(y,y')\,v(y')u(y')\,dy' .$$

To confirm this, differentiate once to get $u'(y)=\lambda_c\int_y^\infty vu\,dy'$, which vanishes at infinity, and once more to get $u''=-\lambda_cvu$. Setting $f=\sqrt v\,u$ makes the kernel symmetric:

$$f(y)=\lambda_c\int_0^\infty K(y,y')f(y')dy',
\qquad K=\sqrt{v(y)}\,\min(y,y')\sqrt{v(y')} .$$

Thus $1/\lambda_c$ is an eigenvalue of $K$. The squares of all eigenvalues of a symmetric kernel add up to $\iint K^2$, and none is negative, so $1/\lambda_c^2\le\iint K^2$. The two regions $y<y'$ and $y>y'$ contribute equally:

$$\iint K^2=2\int_0^\infty dy'\,\frac{e^{-y'}}{y'}\int_0^{y'}y\,e^{-y}dy
=2\int_0^\infty\frac{e^{-y'}}{y'}\left[1-(1+y')e^{-y'}\right]dy'$$

$$=2\left[\int_0^\infty\frac{e^{-y'}-e^{-2y'}}{y'}dy'-\int_0^\infty e^{-2y'}dy'\right]=2\ln2-1=0.3863 .$$

Therefore $s_c\le2\sqrt{0.3863}=1.243$. The finite value of $\iint K^2$ also ensures that the minimum defining $\lambda_c$ is attained.

Q: Where between the bounds does the threshold lie?

A: Numerical integration of the radial equation gives $\lambda_c=1.6798$, hence

$$s_c=1.1906 .$$

The Gaussian basis, which does not use that equation, gives the same value to four decimals. The lower bound found by hand is 0.03% below it, relative to $s_c$. The 1s function, which stops binding at $qa=1$, misses the threshold by 16%.

## Second half: the density criterion and silicon

Q: Which results do you carry over?

A: The density is $n$, there are $\nu$ valleys of mass $m$, and $a=\kappa\hbar^2/(me^2)$ is the donor Bohr radius, with $\mathrm{Ry}=e^2/(2\kappa a)$. Thomas-Fermi screening gives the electron's potential energy $-(e^2/\kappa r)e^{-qr}$, where

$$q^2=\frac{4\pi e^2}{\kappa}\frac{dn}{d\mu}=\frac{4\nu k_F}{\pi a},\qquad
k_F=\left(\frac{3\pi^2n}{\nu}\right)^{1/3}.$$

The bound state is absent when $qa>s_c=1.1906$. A 1s trial function puts the limit at $qa=1$.

Q: What density does that imply?

A: Insert $k_F$ in $q^2a^2$:

$$q^2a^2=\frac{4\nu}{\pi}\left(\frac{3\pi^2}{\nu}\right)^{1/3}n^{1/3}a
=\frac4\pi(3\pi^2)^{1/3}\nu^{2/3}\,n^{1/3}a .$$

Requiring this to exceed $s_c^2$ gives

$$n^{1/3}a>\frac{C}{\nu^{2/3}},\qquad
C=\frac{\pi}{4}\frac{s_c^2}{(3\pi^2)^{1/3}}=0.360 .$$

With the 1s limit, $s_c$ is replaced by 1 and the constant becomes 0.254. Rounded, this is the Mott criterion $n^{1/3}a\approx0.25$. In this model it is a variational estimate for one valley.

Q: The difference between 0.25 and 0.36 looks harmless.

A: In density it is a factor of 2.85. At fixed mass and valley number $q\propto n^{1/6}$, so the critical density varies as the sixth power of the critical $q$. A 19% increase in $q$ becomes $1.1906^6=2.85$.

The valley number also enters strongly. At fixed $n$, dividing the electrons among more valleys lowers $k_F$ but raises the total density of states, as $\nu k_F\propto\nu^{2/3}$. Thomas-Fermi screening becomes stronger, and the critical density falls as $1/\nu^2$.

Q: Thomas-Fermi theory assumes that the potential varies slowly. Does it, at the threshold?

A: The potential varies over a length $1/q$, and the electrons cannot follow variations much shorter than $1/k_F$. The theory therefore needs $q/2k_F\ll1$. At threshold $q=s_c/a$, and $q^2=4\nu k_F/(\pi a)$ gives $k_Fa=\pi s_c^2/(4\nu)$. Hence

$$\frac{q}{2k_F}=\frac{s_c}{2}\,\frac{4\nu}{\pi s_c^2}=\frac{2\nu}{\pi s_c}=0.535\,\nu .$$

One valley gives 0.535, which is marginal. Six valleys give 3.2, so the condition is violated. The extra valleys that seem to improve the screening also make its local description invalid.

Linearized Thomas-Fermi screening removes the donor's bound state at $qa=1.1906$, or $n^{1/3}a=0.360/\nu^{2/3}$, but its local description is marginal for one valley and invalid for six. It remains to replace it with the response at finite wave vector and to apply the criterion to silicon.
